# The Dry-Oxidation Offset of Silicon Is Not a Starting Oxide

A model oxide film on silicon starts 1.0 nm thick and is 106.2 nm thick after 120 min of dry oxidation. A second model film starts 23.3 nm thick, grows by a slower law, and after 120 min is also 106.2 nm thick. The two differ by about 0.004 nm at that time, although they began 22.3 nm apart. Someone who measured only the thick films could not tell which history had taken place, yet running the standard thick-film growth law back from there to time zero gives 23.3 nm for both.

This is the difficulty with the offset of roughly 20 nm found when thick dry-oxidation data are fitted with the Deal-Grove law. It looks like an oxide that was there before the experiment began. The first film shows that it need not be.

## The law behind the extrapolation

In the Deal-Grove picture, oxidant dissolves in the outer surface of the oxide with concentration $c^*$, diffuses through the thickness $x$ with diffusivity $D$, and reacts at the silicon interface with rate constant $k_s$. Let the supply from the gas be fast and the flux $j$ steady. If $c_i$ is the concentration at the interface, diffusion gives $j=D(c^*-c_i)/x$ and reaction gives $j=k_sc_i$. Substituting $c_i=j/k_s$ into the first relation,

$$
jx=Dc^*-\frac{D j}{k_s}
\quad\Rightarrow\quad
j=\frac{c^*}{1/k_s+x/D}.
$$

If $N$ oxidant molecules are needed per unit volume of oxide, then $dx/dt=j/N$. Multiplying numerator and denominator by $2D$ gives

$$
\frac{dx}{dt}=r(x)=\frac{B}{2x+A},\qquad
A=\frac{2D}{k_s},\qquad B=\frac{2Dc^*}{N}.
$$

At constant temperature and pressure $A$ and $B$ are constants. Separating variables, $(2x+A)\,dx=B\,dt$. With

$$
F(x)=x^2+Ax ,
$$

whose derivative is $2x+A$, integration from thickness $x_0$ at $t=0$ gives

$$
F(x)=F(x_0)+Bt .
$$

Thick-film data are fitted to $F(x)=F(x_i)+Bt$, often written $x^2+Ax=B(t+\tau)$ with $\tau=F(x_i)/B$. The offset $x_i$ is the value of the fitted curve at $t=0$. It equals the real starting thickness $x_0$ if the Deal-Grove law held all the way from the start. That condition is what fails.

## A film that starts at 1 nm

Thin dry oxides grow faster than $r(x)$. An empirical description is the thickness form of the Massoud rate law, kept here with only the longer-ranged of its two exponential terms,

$$
\frac{dx}{dt}=R(x)=\frac{B}{2x+A}+C e^{-x/L},
$$

where $C$ sets the strength of the extra rate and $L$ its range. It describes the fast regime without naming its atomic cause.

Take the round model parameters $A=160$ nm, $B=200$ nm²/min, $C=7.5$ nm/min and $L=10$ nm, chosen to put the offset near 20 nm. They show that a fast regime can produce such an offset, not that it accounts for all of the offset measured on real wafers. $A$ and $B$ are close to dry-oxidation values near 1000 °C, but this excess is stronger than the one commonly quoted there: with $C\approx3$ nm/min and $L\approx7$ nm, the same $A$, $B$ and a 1 nm start give an offset of only about 10 nm. Let the real starting oxide be $x_0=1.0$ nm, the rough size of a native film. The initial rate is

$$
R(x_0)=\frac{200}{162}+7.5\,e^{-0.1}=1.235+6.786=8.02\ \text{nm/min},
$$

about six and a half times the Deal-Grove rate at the same thickness.

The second column below comes from numerical integration of this rate law with a high-order Runge-Kutta method. The third is the imaginary film that really starts at $x_i=23.3$ nm and obeys the pure Deal-Grove law. The last column is an apparent offset $y$, obtained from each true thickness by running the Deal-Grove law backwards to $t=0$:

$$
F(y)=F(x)-Bt
\quad\Rightarrow\quad
y=-\frac A2+\sqrt{\frac{A^2}{4}+F(x)-Bt}.
$$

The positive root is taken because a thickness cannot be negative.

| $t$ (min) | true film (nm) | imaginary film (nm) | $y$ (nm) |
|---:|---:|---:|---:|
| 0 | 1.0 | 23.3 | 1.0 |
| 2 | 11.2 | 25.2 | 9.0 |
| 5 | 19.2 | 28.0 | 14.1 |
| 10 | 27.7 | 32.5 | 17.9 |
| 20 | 39.2 | 41.1 | 21.0 |
| 60 | 70.4 | 70.5 | 23.1 |
| 120 | 106.2 | 106.2 | 23.3 |

For the last row, keeping more digits, $x=106.180$ nm, so

$$
F(x)-Bt=11274.2+16988.8-24000=4263.0\ \text{nm}^2,
$$

$$
y=-80+\sqrt{6400+4263.0}=23.26\ \text{nm}.
$$

Continuing the integration to 600 min gives the limiting value $x_i=23.27$ nm.

If the Deal-Grove law held throughout, $y$ would be the same in every row. Instead it climbs from the real starting thickness to a plateau. The plateau is what thick-film data reveal, and the climb is what they hide. No oxide of 23.3 nm was present at $t=0$; the true film needs 7.1 min to become that thick.

## The general statement

Let the true growth rate be $R(x)=r(x)+e(x)$, where the excess $e(x)\ge 0$ depends on thickness alone and falls off fast enough for $(2x+A)^2e(x)$ to have a finite integral out to $x=\infty$. Define the excess share of the rate and its accumulated effect beyond thickness $x$ by

$$
\varphi(x)=\frac{e(x)}{r(x)+e(x)},\qquad
J(x)=\int_x^\infty(2x'+A)\,\varphi(x')\,dx' .
$$

Then the offset of the late-time Deal-Grove curve satisfies

$$
F(x_i)=F(x_0)+J(x_0).
$$

The first term is the real oxide at the moment the clock starts. The second is the fast regime.

**Proof.** First, $J$ is finite. Since $r+e\ge r$,

$$
(2x+A)\varphi\le(2x+A)\frac{e}{r}=\frac{(2x+A)^2e}{B},
$$

and the right-hand side has a finite integral by assumption.

Next, separate variables in $dx/dt=R$. Because $r/R=1-\varphi$, we have $1/R=(1-\varphi)/r$, and $1/r=(2x+A)/B$. Hence

$$
B\,dt=(2x+A)\,[1-\varphi(x)]\,dx .
$$

Integrate from $x_0$ at time zero to $x$ at time $t$:

$$
Bt=F(x)-F(x_0)-\int_{x_0}^{x}(2x'+A)\varphi(x')\,dx' .
$$

The remaining integral is the part of $J(x_0)$ that lies below $x$, which is $J(x_0)-J(x)$. Therefore

$$
F(x)+J(x)=F(x_0)+J(x_0)+Bt .
$$

Since $R\ge r>0$, the film grows without limit, and $J(x)\to0$ because it is the tail of a convergent integral. What remains at late times is $F(x)=F(x_0)+J(x_0)+Bt$. Comparison with $F(x)=F(x_i)+Bt$ gives the result. $\square$

For the example, numerical quadrature gives $J(x_0)=4103.2$ nm², while $F(x_0)=1+160=161$ nm². Their sum is $4264.2$ nm², so

$$
x_i=-80+\sqrt{6400+4264.2}=23.27\ \text{nm},
$$

in agreement with the late-time value. The real oxide supplies 3.8 % of $F(x_i)$; the fast regime supplies the rest.

The decay condition matters. If $e$ fell only as $1/x^3$, the integrand of $J$ would fall as $1/x$ and the integral would diverge logarithmically. The apparent offset $y$ would then keep rising and there would be no constant $x_i$ to quote.

## The offset as saved time

Dividing $J(x_0)$ by $B$ turns it into a time:

$$
\frac{J(x_0)}{B}=\frac{4103.2}{200}=20.5\ \text{min}.
$$

This is the total time that the fast regime saves compared with Deal-Grove growth from the same 1.0 nm. By the general statement it also equals $[F(x_i)-F(x_0)]/B$, the time pure Deal-Grove growth would need to go from $x_0$ to $x_i$. The part of the offset above the real oxide, $x_i-x_0$, is thus a lead in time, expressed as the oxide that the slower law would have added to $x_0$ during it.

The saving is not complete when the true film reaches 23.3 nm. It gets there in 7.1 min instead of 20.5 min, so 13.4 min have been saved. The other 7.1 min are saved later, while the excess dies away. The equality of the two 7.1 min figures follows from the identity in the proof: setting $x=x_i$ and using $F(x_i)=F(x_0)+J(x_0)$ leaves $J(x_i)=Bt$, where $t$ is the time of arrival at $x_i$.

## Why thick films cannot tell the two histories apart

Let $X(t)$ be the extrapolated curve, $F(X)=F(x_i)+Bt$. Subtracting $F(x)$ and using the same identity gives

$$
F(X)-F(x)=J(x).
$$

The left side factorizes, since $X^2-x^2+A(X-x)=(X-x)(X+x+A)$. Hence

$$
X-x=\frac{J(x)}{X+x+A}.
$$

As long as some excess remains to act, $J(x)>0$ and the true film is thinner than the extrapolated curve. As the films grow, the numerator falls and the denominator rises, so the gap shrinks steadily. In the example it is 4.9 nm at 10 min, 0.11 nm at 60 min and 0.004 nm at 120 min.

Early measurements do separate the histories. After 1 min the true film is 7.1 nm thick and the imaginary one 24.2 nm. Their initial rates are 8.02 and 0.97 nm/min. Measuring the oxide before the run settles the matter most directly.

## Changing the real starting oxide

If the offset were a pre-existing layer, removing that layer should remove the offset. To see what happens instead, differentiate $F(x_i)=F(x_0)+J(x_0)$ with respect to $x_0$, keeping the growth law fixed. The lower limit of the integral gives $J'(x_0)=-(2x_0+A)\varphi(x_0)$, so

$$
(2x_i+A)\frac{dx_i}{dx_0}=(2x_0+A)[1-\varphi(x_0)] .
$$

Here $1-\varphi(x_0)=r(x_0)/R(x_0)$ and $(2x_0+A)\,r(x_0)=B$. The right side is therefore $B/R(x_0)$. Dividing by $2x_i+A$ and recognizing $r(x_i)=B/(2x_i+A)$,

$$
\frac{dx_i}{dx_0}=\frac{r(x_i)}{R(x_0)}=\frac{0.968}{8.021}=0.12 .
$$

Near this 1 nm start, an extra nanometre of real oxide raises the offset by only about 0.12 nm, because the fast regime would have grown that nanometre quickly anyway. Starting from bare silicon in this model lowers the offset from 23.27 to 23.15 nm.

The opposite case is equally instructive. If 20 nm of oxide really were present and the same growth law acted on it, the late-time offset would be 28.3 nm. Some of the excess still acts beyond 20 nm, and it adds to the real layer. These predictions assume that the excess depends on thickness alone. An excess that depended on elapsed time, or on how the first oxide was made, would respond differently.

## The linear limit

When $A$ is much larger than every thickness of interest, $r(x)$ becomes the constant $k=B/A$, and the growth law can be solved in closed form. Put $u=e^{x/L}$ and $\rho=C/k$. Then

$$
\frac{du}{dt}=\frac uL\left(k+\frac Cu\right)=\frac kL\,(u+\rho),
$$

so $u+\rho$ grows exponentially at the rate $k/L$. Returning to $x$,

$$
x(t)=L\ln\left[\left(e^{x_0/L}+\rho\right)e^{kt/L}-\rho\right].
$$

At late times the last $\rho$ is negligible beside the growing exponential, and $x\to kt+x_{\rm lin}$ with

$$
x_{\rm lin}=L\ln\left(e^{x_0/L}+\frac Ck\right).
$$

With no excess, $C=0$ and $x_{\rm lin}=x_0$: the offset is then the real oxide. When $C/k\gg e^{x_0/L}$, it approaches $L\ln(C/k)$, which does not contain the starting oxide at all. For the example $k=1.25$ nm/min and $C/k=6$, so

$$
x_{\rm lin}=10\ln(e^{0.1}+6)=19.6\ \text{nm}.
$$

The full law gives 23.3 nm, and the sign of the difference can be derived. Let $\varphi_{\rm lin}=e/(k+e)$. For the exponential excess its area is

$$
\int_{x_0}^{\infty}\varphi_{\rm lin}\,dx
=L\ln\left(1+\rho e^{-x_0/L}\right)=x_{\rm lin}-x_0 .
$$

In the full law $r(x)<k$, so $\varphi>\varphi_{\rm lin}$: the excess is a larger share of a smaller total. In addition, $J$ weights this share by $2x+A$, which rises with $x$. Since $\varphi_{\rm lin}$ lies between 0 and 1, its weighted integral is smallest when its area is packed at height 1 into the interval from $x_0$ to $x_{\rm lin}$. That smallest value is $F(x_{\rm lin})-F(x_0)$. Hence $J(x_0)>F(x_{\rm lin})-F(x_0)$, and $x_i>x_{\rm lin}$.

## What a fit to real data returns

So far $x_i$ has meant the late-time limit with the true $A$ and $B$. A fit must find all three constants from a finite range of thickness. Solving the identity for time shows what it faces:

$$
t=\frac{x^2+Ax-F(x_i)}{B}+\frac{J(x)}{B}.
$$

The first term is a parabola in $x$. The second is not, and a three-constant fit absorbs part of it by shifting the constants.

To see the size of this effect, 200 equally spaced, noise-free thicknesses were taken from the model, and their growth times were fitted by least squares with a parabola in $x$. Between 80 and 200 nm the fit returns $A=159$ nm, $B=199.7$ nm²/min and an offset of 23.1 nm, close to the true asymptote. Between 30 and 200 nm it returns $A=141$ nm, $B=191$ nm²/min and an offset of 20.5 nm. The largest misfit in time is 0.03 min for the first window and 2.2 min for the second.

The film and its starting oxide are the same in both fits; the choice of data alone has moved the offset by 2.7 nm. The fitting recipe matters as well when the window reaches down to thin films. Fitting thickness against time over 30 to 200 nm gives offsets from 17.5 to 20.2 nm, depending on whether the times are spaced evenly or logarithmically and whether absolute or relative misfits are minimized, while the 80 to 200 nm window stays at 23.1 nm. A fitted offset should therefore be quoted with its thickness window and fitting method, and used within that window. Carried below that window, the formula assigns to $t=0$ an oxide that the wafer need not have had.

All numerical values are calculated from the stated model.
